# Exact Charge and Flat-Band Capacitance of a Classical MOS Semiconductor Surface

## Result

Let a uniformly doped p-type semiconductor fill the half-space $x>0$. Its surface potential relative to the neutral bulk is $\phi_s$, and $u_s=e\phi_s/kT$, with $e>0$. The bulk hole and electron densities are $p_0$ and $n_0$, and $\varepsilon$ is the full permittivity in SI units. For Boltzmann carriers in equilibrium, the semiconductor charge per unit area is

$$
Q_s=-\operatorname{sgn}(u_s)\sqrt{2\varepsilon kT\,G(u_s)},\tag{1}
$$

$$
G(u)=p_0\left(e^{-u}+u-1\right)+n_0\left(e^{u}-u-1\right).\tag{2}
$$

The quasi-static semiconductor capacitance per unit area, $C_s=-dQ_s/d\phi_s$, has the flat-band value

$$
C_s(0)=\frac{\varepsilon}{L_D},\qquad
L_D=\sqrt{\frac{\varepsilon kT}{e^2(p_0+n_0)}}.\tag{3}
$$

Both carrier types enter $L_D$. Replacing $p_0+n_0$ by the acceptor density $N_A$ is accurate when $n_0\ll p_0$. To convert to Gaussian units, replace $\varepsilon$ by $\kappa/4\pi$, where $\kappa$ is the dielectric constant.

## Charge density and boundary conditions

The acceptors are fully ionized and the bulk is neutral, so $N_A=p_0-n_0$. The semiconductor is thick enough for the potential $\phi(x)$ and its slope to vanish at depth. Where the potential is $\phi$, a hole has potential energy $e\phi$ and an electron $-e\phi$. With $u=e\phi/kT$, Boltzmann statistics give

$$
p=p_0e^{-u},\qquad n=n_0e^{u}.
$$

Hence $pn=p_0n_0=n_i^2$, where $n_i$ is the intrinsic density. A positive surface potential repels holes and attracts electrons. The charge density is

$$
\begin{aligned}
\rho&=e(p-n-N_A)\\
&=e\left[p_0e^{-u}-n_0e^{u}-(p_0-n_0)\right]\\
&=e\left[p_0(e^{-u}-1)-n_0(e^{u}-1)\right].
\end{aligned}\tag{4}
$$

Poisson's equation is $\phi''=-\rho/\varepsilon$, with primes on $\phi$ denoting derivatives with respect to $x$.

## The single integration

Multiply Poisson's equation by $\phi'$. The left side becomes a total derivative, $\phi'\phi''=(\phi'^2/2)'$. On the right, use $\phi'=(kT/e)\,du/dx$:

$$
\begin{aligned}
-\frac{\rho}{\varepsilon}\phi'
&=-\frac{e}{\varepsilon}\left[p_0(e^{-u}-1)-n_0(e^u-1)\right]\frac{kT}{e}\frac{du}{dx}\\
&=\frac{kT}{\varepsilon}\left[p_0(1-e^{-u})+n_0(e^u-1)\right]\frac{du}{dx}.
\end{aligned}
$$

The last bracket is $G'(u)=dG/du$, as differentiating (2) confirms. Therefore

$$
\frac{d}{dx}\left(\frac{\phi'^2}{2}\right)=\frac{kT}{\varepsilon}\frac{dG}{dx}.
$$

Integrate from a plane at $x$ to the deep bulk. There $\phi'=0$, $u=0$ and $G(0)=0$, so no constant remains:

$$
\frac{\phi'^2}{2}=\frac{kT}{\varepsilon}G(u).\tag{5}
$$

The sign of the square root still has to be fixed. Since $G''=p_0e^{-u}+n_0e^u>0$ and $G(0)=G'(0)=0$, $G$ is positive for every $u\ne0$. If $u$ reached zero at a finite depth, (5) would make $\phi'$ vanish there too. Uniqueness of the solution of Poisson's equation with those two values would then force $u=0$ everywhere. A nonzero profile thus keeps its sign, and its slope never vanishes. To decay into the bulk, $\phi$ must fall with depth if $u_s>0$ and rise if $u_s<0$. The surface field $E_s=-\phi'(0)$ is consequently

$$
E_s=\operatorname{sgn}(u_s)\sqrt{\frac{2kT}{\varepsilon}G(u_s)}.
$$

Gauss's law gives the charge:

$$
Q_s=\int_0^\infty\rho\,dx
=\varepsilon\left[E(\infty)-E(0)\right]=-\varepsilon E_s.
$$

Moving $\varepsilon$ inside the square root gives (1). This charge excludes any charge located at the insulator interface. Equation (5) holds at every depth, so (1) also gives the charge beyond any interior plane when $u_s$ is replaced by the value of $u$ on that plane.

## Charge asymptotes

The limits below are for doped material, $n_0\ll p_0$, so that $p_0\simeq N_A$.

### Accumulation

For $u_s=-a$ with $a\gg1$, equation (2) becomes

$$
G=p_0(e^a-a-1)+n_0(e^{-a}+a-1).
$$

The first exponential dominates, and

$$
Q_s\simeq+\sqrt{2\varepsilon kTp_0}\,e^{|u_s|/2}.\tag{6}
$$

The charge is positive because holes collect at the surface. To find the error, write $G\simeq p_0e^a[1-(a+1)e^{-a}]$. Expanding the square root shows that (6) exceeds the exact charge by a relative amount $(a+1)e^{-a}/2$ to leading order.

### Depletion

For positive $u_s$, separate the terms of $G$:

$$
G=p_0(u_s-1)+p_0e^{-u_s}+n_0e^{u_s}-n_0(u_s+1).\tag{7}
$$

The first term dominates when $u_s\gg1$ and $n_0e^{u_s}\ll p_0u_s$. These conditions define a window between flat band and inversion, not a limit at infinite potential. Within it,

$$
Q_s\simeq-\sqrt{2\varepsilon eN_A\left(\phi_s-\frac{kT}{e}\right)}.\tag{8}
$$

The shift $kT/e$ comes from the holes that remain near the inner edge of the depleted region. Their effect is visible in

$$
\int_0^{u_s}(1-e^{-u})\,du=u_s-1+e^{-u_s},
$$

whereas an abrupt, hole-free layer would give $u_s$. Dropping the shift gives the simple depletion law $-\sqrt{2\varepsilon eN_A\phi_s}$. Within the depletion window its magnitude is too large by a relative amount of about $1/(2u_s)$; the excess shrinks faster once electrons appear, and it vanishes at the point treated next.

### The point $\phi_s=2\phi_F$

Define $u_F=\ln(p_0/n_i)$ and $\phi_F=kTu_F/e$. Since $n_0=n_i^2/p_0$, we have $p_0/n_0=e^{2u_F}$. At $u_s=2u_F$ the surface electron density equals $p_0$. Substitution in (2), without assuming $n_0\ll p_0$, gives

$$
\begin{aligned}
G(2u_F)&=p_0\left(\frac{n_0}{p_0}+2u_F-1\right)
+n_0\left(\frac{p_0}{n_0}-2u_F-1\right)\\
&=2u_F(p_0-n_0)=2u_FN_A.
\end{aligned}\tag{9}
$$

The simple depletion law therefore gives the exact total charge of this model at $2\phi_F$. The electron term cancels the correction for the remaining holes. This does not mean that electrons are absent.

### Strong inversion

Above this point, set $\Delta=u_s-2u_F$. Then $n_0e^{u_s}=p_0e^\Delta$, and the two large terms in (7) give

$$
G\simeq p_0\left(e^\Delta+u_s-1\right).\tag{10}
$$

When $e^\Delta\gg u_s$, the exponential dominates:

$$
Q_s\simeq-\sqrt{2\varepsilon kTn_0}\,e^{u_s/2}
=-\sqrt{2\varepsilon kTp_0}\,e^{\Delta/2}.\tag{11}
$$

Its magnitude is below the exact one by a relative amount $(u_s-1)e^{-\Delta}/2$ to leading order. The condition $\Delta>0$ is not enough for (11). The depletion and inversion asymptotes cross where

$$
e^\Delta=u_s-1.
$$

There the two terms in (10) are equal, so the full charge is $\sqrt2$ times either asymptote. Equation (1) should be used through this region.

Equation (11) approximates the total semiconductor charge much more closely than the electron charge alone. Its error for the total falls as $e^{-\Delta}$. The acceptor charge changes little while the total grows as $e^{\Delta/2}$, so the acceptor share falls only as $e^{-\Delta/2}$. The depletion term is added to the exponential inside the square root. It can be a small correction to the total while the acceptors still carry an appreciable share of the charge.

## Capacitance

Differentiate (1) away from $u_s=0$, using $du_s/d\phi_s=e/kT$:

$$
\begin{aligned}
C_s&=-\frac{e}{kT}\frac{dQ_s}{du_s}\\
&=\operatorname{sgn}(u_s)\frac{e}{kT}\sqrt{2\varepsilon kT}\,
\frac{G'(u_s)}{2\sqrt{G(u_s)}}\\
&=\operatorname{sgn}(u_s)\,e\sqrt{\frac{\varepsilon}{2kT}}\,
\frac{G'(u_s)}{\sqrt{G(u_s)}}.
\end{aligned}\tag{12}
$$

The derivative to be coded is

$$
G'(u)=p_0(1-e^{-u})+n_0(e^u-1).
$$

It has the sign of $u$, so $C_s$ is positive. Since $|Q_s|=\sqrt{2\varepsilon kTG}$, an equivalent form is

$$
C_s=\frac{e|Q_s|}{2kT}\,\frac{|G'(u_s)|}{G(u_s)}.\tag{13}
$$

In accumulation and strong inversion one exponential dominates both $G$ and $|G'|$. Their ratio tends to one, and $C_s\simeq e|Q_s|/2kT$. The depletion limit of the capacitance needs a stricter condition than that of the charge. The term $n_0e^{u_s}$ competes with $p_0u_s$ in $G$ but only with $p_0$ in $G'$. At $u_s=2u_F$, for instance, $G'=2N_A$ exactly, so the formula below gives about half the true capacitance there (12.2 against $23.9\ \mathrm{nF/cm^2}$ in the worked example), while (8) is still within about 2% of the charge. For $u_s\gg1$ and $n_0e^{u_s}\ll p_0$, we have $G'\simeq N_A$ and $G\simeq N_A(u_s-1)$, so

$$
C_s\simeq\frac{\varepsilon}{W},\qquad
W=\sqrt{\frac{2\varepsilon(\phi_s-kT/e)}{eN_A}}.\tag{14}
$$

### Flat band

At $u_s=0$ equation (12) has the form $0/0$. Let $S=p_0+n_0$ and $\alpha=N_A/S$. Expanding the exponentials gives

$$
\begin{aligned}
G&=\frac{Su^2}{2}\left(1-\frac{\alpha u}{3}+\frac{u^2}{12}+O(u^3)\right),\\
G'&=Su\left(1-\frac{\alpha u}{2}+\frac{u^2}{6}+O(u^3)\right).
\end{aligned}\tag{15}
$$

In (12), $\operatorname{sgn}(u)\,u/|u|=1$, and the prefactor is

$$
e\sqrt{\frac{\varepsilon}{2kT}}\,\frac{S}{\sqrt{S/2}}
=e\sqrt{\frac{\varepsilon S}{kT}}=\frac{\varepsilon}{L_D}.
$$

Thus

$$
C_s=\frac{\varepsilon}{L_D}\,
\frac{1-\alpha u_s/2+u_s^2/6+O(u_s^3)}
{\sqrt{1-\alpha u_s/3+u_s^2/12+O(u_s^3)}}
=\frac{\varepsilon}{L_D}\left[1-\frac{\alpha u_s}{3}+O(u_s^2)\right].\tag{16}
$$

Setting $u_s=0$ proves (3). In doped material the linear term is nonzero, so flat band is not an extremum of the capacitance.

The length has a direct meaning. For $|u|\ll1$, equation (4) gives $\rho\simeq-eSu$, and Poisson's equation becomes $\phi''=\phi/L_D^2$. Its decaying solution is $\phi=\phi_se^{-x/L_D}$. The surface field is $\phi_s/L_D$ and the charge is $-\varepsilon\phi_s/L_D$. The response is that of a parallel-plate capacitor of thickness $L_D$, although the charge is spread over an exponential layer.

### From the semiconductor to the gate

The capacitance measured at the gate includes the insulator, with capacitance $C_{ox}$ per unit area. If interface charge does not vary with bias, a change $dQ_s$ is balanced by $dQ_G=-dQ_s$ on the gate. The gate voltage changes by

$$
dV_G=d\phi_s+\frac{dQ_G}{C_{ox}},
$$

and division by $dQ_G$ gives

$$
\frac1C=\frac1{C_s}+\frac1{C_{ox}}.\tag{17}
$$

A fixed interface charge or a work-function difference shifts the gate voltage at flat band but leaves (17) unchanged. Interface traps that respond to the signal add a charge not included here.

## Numerical evaluation

Near $u=0$, direct evaluation of $e^{-u}+u-1$ subtracts nearly equal numbers. A function that returns $e^x-1$ accurately removes part of this loss, but its sum with the linear term still cancels. For $|u|<10^{-4}$, use the polynomials in (15) and the quotient in (16). The first omitted term in the bracket for $G$ is $-\alpha u^3/60$, which is below $2\times10^{-14}$ in magnitude in that range. At exactly $u=0$, return $Q_s=0$ and $C_s=\varepsilon/L_D$.

If $N_A$ and $n_i$ are the inputs, neutrality and $p_0n_0=n_i^2$ give $p_0^2-N_Ap_0-n_i^2=0$. The positive root is

$$
p_0=\frac{N_A}{2}+\sqrt{\frac{N_A^2}{4}+n_i^2},\qquad n_0=\frac{n_i^2}{p_0}.
$$

Computing $n_0$ from this quotient avoids subtracting $N_A$ from a nearly equal $p_0$.

## Worked example

Take relative permittivity 12, $T=300$ K, $N_A=10^{15}\ \mathrm{cm^{-3}}$ and $n_i=10^{10}\ \mathrm{cm^{-3}}$. These are model parameters. They give $n_0=10^5\ \mathrm{cm^{-3}}$, $u_F=11.513$, $kT/e=25.852$ mV and $2\phi_F=0.595$ V.

From (3), $L_D=130.94$ nm. With $\varepsilon=12\times8.854\times10^{-12}=1.0625\times10^{-10}$ F/m,

$$
\frac{\varepsilon}{L_D}=\frac{1.0625\times10^{-10}}{1.3094\times10^{-7}}
=8.11\times10^{-4}\ \mathrm{F/m^2}=81.1\ \mathrm{nF/cm^2}.
$$

The charge scale common to the asymptotes is

$$
\sqrt{2\varepsilon kTp_0}\simeq\sqrt2\,\frac{\varepsilon}{L_D}\frac{kT}{e}
=1.4142\times81.147\times0.025852=2.967\ \mathrm{nC/cm^2}.
$$

**Accumulation, $u_s=-8$.** Here $G/p_0\simeq e^8-9=2972$, so $Q_s=2.967\sqrt{2972}=161.7\ \mathrm{nC/cm^2}$. The asymptote (6) gives 162.0, which is 0.15% above the exact charge, as its error estimate $9e^{-8}/2$ predicts.

**Depletion, $u_s=u_F$.** Equation (8) gives $-2.967\sqrt{10.513}=-9.62\ \mathrm{nC/cm^2}$, equal to the exact charge at this precision. Without the $kT/e$ shift the result is $-10.07$, whose magnitude is 4.6% too large relative to the exact one. The width in (14) is 600 nm, and $\varepsilon/W=17.7\ \mathrm{nF/cm^2}$.

**Twice the bulk Fermi potential.** Equation (9) gives $Q_s=-2.967\sqrt{23.026}=-14.24\ \mathrm{nC/cm^2}$. The inversion law gives only $-2.97$. Electrons carry 2.25% of the total charge.

**Crossing of the asymptotes.** This occurs at $\Delta=3.23$, or $\phi_s=0.679$ V. Each law gives $-14.91\ \mathrm{nC/cm^2}$, while the exact charge is $-21.085$, larger in magnitude by the expected factor $\sqrt2$.

**Strong inversion, $\Delta=8$.** The exact charge is $-162.8\ \mathrm{nC/cm^2}$, and (11) gives $-162.0$, a magnitude 0.50% below the exact one. Yet electrons carry only 90.6% of the charge. The reason follows from applying (1) at the interior plane where $u=2u_F$. The charge beyond that plane is $-14.24\ \mathrm{nC/cm^2}$, of which 97.75% is not electronic. This part alone is $0.9775\times14.236/162.793=8.5\%$ of the total. Acceptors between that plane and the surface supply the rest of the non-electronic share.

The semiconductor capacitance at this point is $3118\ \mathrm{nF/cm^2}$. The limiting law gives $162.793/(2\times0.025852)=3149$, about 1% higher. By (13) the relative correction is approximately $-(u_s-2)e^{-\Delta}=-0.97\%$, in agreement with the difference.

For a 10 nm insulator of relative permittivity 4, $C_{ox}=354\ \mathrm{nF/cm^2}$. At flat band,

$$
C=\frac{354.17\times81.147}{354.17+81.147}=66.0\ \mathrm{nF/cm^2}.
$$

This gate value should not be compared directly with $\varepsilon/L_D$.

The numerical check checks the charge and capacitance against a mesh solution of the second-order Poisson equation that does not use (5). It includes a nearly intrinsic case, $p_0=2n_0$. There the flat-band capacitance is 1.732 times the value obtained from $N_A$ alone, as $\sqrt{(p_0+n_0)/N_A}=\sqrt3$ requires.

## Where the model fails

The derivative in (12) assumes that electrons and holes both remain in equilibrium as the voltage changes. If the signal is too fast for electrons to be supplied to the surface, the inversion capacitance in (12) does not apply. If the bias itself is changed faster than electrons are supplied, the surface goes into deep depletion and the charge (1) does not apply either. The flat-band value in the example is insensitive to this condition. With electrons frozen, $p_0+n_0$ in $L_D$ is replaced by $p_0$, a relative change of about $10^{-10}$ in the density.

Boltzmann statistics require carrier densities well below the effective density of states. For a parabolic band with the free-electron mass $m$, this is

$$
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}
=2.51\times10^{19}\ \mathrm{cm^{-3}}.
$$

At $\Delta=8$ the surface density is $2.98\times10^{18}\ \mathrm{cm^{-3}}$. It exceeds the Fermi-Dirac density at the same chemical potential by 4.1%. This small figure belongs to the free-electron mass. Since $N_c\propto m^{3/2}$, a band with 0.067 times that mass has $N_c=4.4\times10^{17}\ \mathrm{cm^{-3}}$, below the surface density, and Boltzmann statistics then fail at this point.

Full ionization of the acceptors is also an assumption. For a level $E_A$ above the valence band with degeneracy 4, the ionized fraction is $1/(1+p/p_1)$, with $p_1=(N_v/4)e^{-E_A/kT}$ and $N_v$ the valence-band effective density of states. With $E_A=45$ meV and $N_v=2.5\times10^{19}\ \mathrm{cm^{-3}}$, $p_1=1.1\times10^{18}\ \mathrm{cm^{-3}}$. The bulk of the example is ionized to 99.9%. At the accumulated surface only 27% of the acceptors are ionized, which matters little because the holes there far outnumber them. At $N_A=10^{18}\ \mathrm{cm^{-3}}$ only 63% are ionized in the bulk, and (1)–(3) must be modified.

For the free-electron mass, confinement is the more serious limitation at $\Delta=8$. The length set by the surface field is $kT/(eE_s)=1.69$ nm. The field weakens with depth, so the first $kT$ of potential energy is spread over about 2.2 nm, which is still shorter than the thermal wavelength $\sqrt{2\pi\hbar^2/(mkT)}=4.30$ nm. A local classical density is then not justified. The strong-inversion numbers are accurate solutions of the stated model, but a quantitative device calculation there needs quantized carrier states. The accumulation example has nearly the same surface field and calls for the same caution if the hole mass is comparable.

## Numbers as computed

```
temperature: 300 K
relative permittivity: 12.0
acceptor density: 1.000e+15 cm^-3
intrinsic density: 1.000e+10 cm^-3
bulk electron density n0: 1.000e+05 cm^-3
thermal voltage kT/e: 25.852 mV
u_F: 11.5129 (dimensionless)
2 phi_F: 0.5953 V
Debye length: 130.94 nm
Surface charge: formula and mesh solution
accumulation: u_s = -8.000, phi_s = -0.2068 V
  Q formula 161.735, mesh 161.735 nC/cm^2
depletion: u_s = 11.513, phi_s = 0.2976 V
  Q formula -9.619, mesh -9.619 nC/cm^2
2phi_F: u_s = 23.026, phi_s = 0.5953 V
  Q formula -14.236, mesh -14.236 nC/cm^2
crossing: u_s = 26.255, phi_s = 0.6787 V
  Q formula -21.085, mesh -21.085 nC/cm^2
inversion: u_s = 31.026, phi_s = 0.8021 V
  Q formula -162.793, mesh -162.793 nC/cm^2
Asymptotic charges
accumulation: 161.980 nC/cm^2
  relative error: 0.151 %
depletion, simple: -10.066 nC/cm^2
depletion, with kT/e: -9.619 nC/cm^2
2phi_F, simple depletion: -14.236 nC/cm^2
2phi_F, inversion law: -2.967 nC/cm^2
crossing, each law: -14.909 nC/cm^2
crossing above 2u_F: 3.229 kT/e
inversion: -161.980 nC/cm^2
  relative error: -0.500 %
electron share at 2phi_F: 2.25 %
electron share in inversion: 90.63 %
Capacitances
C_s accumulation: 3136.512 nF/cm^2
C_s depletion: 17.697 nF/cm^2
C_s 2phi_F: 23.916 nF/cm^2
C_s crossing: 211.973 nF/cm^2
C_s inversion: 3118.210 nF/cm^2
depletion width at u_F: 600.4 nm
flat band eps/L_D: 81.147 nF/cm^2 = 8.1147e-04 F/m^2
flat band, mesh: 81.153 nF/cm^2
insulator (10 nm, rel. perm. 4): 354.17 nF/cm^2
gate at flat band: 66.020 nF/cm^2
p0 = 2 n0: true C_FB / doping-only value: 1.7322
Validity at the inversion point
surface electron density: 2.981e+18 cm^-3
N_c for free-electron mass: 2.509e+19 cm^-3
Boltzmann excess over Fermi density: 4.11 %
layer thickness kT/(e E_s): 1.69 nm
thermal wavelength: 4.30 nm
```
